# Why Dirac and Majorana Neutrinos Scatter Almost Alike

**Q:** I count neutral-current scattering events. A colleague says that a Majorana neutrino has no vector current. Half of the familiar vector-minus-axial coupling would then be missing. Shouldn't my event rate reveal this at once?

**A:** That depends on what happens to the other half, so we should calculate the matrix element in both cases. I take one neutrino mass eigenstate of mass \(m\), standard left-chiral couplings, and a target that responds through a current \(K_\mu\). The amplitude is proportional to \(J^\mu K_\mu\), with

\[
J^\mu=\bar\nu_L\gamma^\mu\nu_L=\tfrac12\,\bar\nu\gamma^\mu(1-\gamma_5)\nu ,\qquad \nu_L=P_L\nu,\quad P_{L,R}=\tfrac12(1\mp\gamma_5).
\]

I set \(\hbar=c=1\), use the metric \((+,-,-,-)\), and normalize spinors to \(\bar uu=2m\). In the chiral representation \(\gamma_5=\mathrm{diag}(-1,-1,1,1)\), so the upper two components of a spinor are left-chiral and the lower two right-chiral.

**Q:** Is it fair to use the same \(J^\mu\) for both? A Majorana Lagrangian has an extra factor \(\tfrac12\).

**A:** It is fair, and that factor is the reason. A Majorana field is \(\nu=\nu_L+(\nu_L)^c\), with \(\nu^c=i\gamma^2\nu^*\). Its kinetic term \(\tfrac12\bar\nu i\gamma^\mu\partial_\mu\nu\) contains one contribution from \(\nu_L\) and one from its conjugate. These are equal up to a total derivative, so together they give \(\bar\nu_L i\gamma^\mu\partial_\mu\nu_L\), the same term as for a Dirac neutrino. The weak coupling follows when \(\partial_\mu\) is replaced by the gauge-covariant derivative, so the current is also the same. No factor of two is put in by hand.

**Q:** Then where does the difference come from?

**A:** From the particles that the field can create and absorb. Leaving out the common normalization factors, and evaluating the fields at the origin,

\[
\nu_{\rm Dirac}=\sum_k\left(a_ku_k+b_k^\dagger v_k\right),\qquad
\nu_{\rm Maj}=\sum_k\left(a_ku_k+a_k^\dagger v_k\right),\qquad v_k=i\gamma^2u_k^* .
\]

Take an incoming neutrino with spinor \(u\) and an outgoing one with spinor \(u'\) and a different momentum. In the Dirac case \(\nu\) must absorb the first and \(\bar\nu\) must create the second:

\[
J_D^\mu=\bar u'\gamma^\mu P_Lu .
\]

In the Majorana case \(\bar\nu=\sum_k(a_k^\dagger\bar u_k+a_k\bar v_k)\) can also absorb the incoming particle, while \(\nu\) creates the outgoing one. This second term has the operator order \(a\,a'^\dagger=-a'^\dagger a\), which supplies a minus sign. For any matrix \(\Gamma\),

\[
\langle p'|\bar\nu\Gamma\nu|p\rangle_{\rm Maj}=\bar u'\Gamma u-\bar v\Gamma v' .
\]

**Q:** And the second term cancels the vector part?

**A:** Yes, and we can trace the sign. Let \(B=i\gamma^2\). In this representation \(B\) is real and symmetric, and \(B^2=1\). With \(v=Bu^*\), and because a number equals its own transpose,

\[
\bar v\Gamma v'=u^TB\gamma^0\Gamma Bu'^*=u'^\dagger B(\gamma^0\Gamma)^TBu .
\]

For \(\Gamma=\gamma^\mu\), the matrices \(\gamma^0\gamma^\mu\) are the unit matrix and \(\mathrm{diag}(-\sigma_i,\sigma_i)\). The off-diagonal blocks of \(B\) are \(\pm i\sigma_2\). They exchange the two diagonal blocks and turn \(\sigma_i^T\) into \(-\sigma_i\), because \(\sigma_2\sigma_i^T\sigma_2=-\sigma_i\). The exchange and the sign compensate, so \(B(\gamma^0\gamma^\mu)^TB=\gamma^0\gamma^\mu\). An additional \(\gamma_5\) anticommutes with \(B\) and gives one more minus sign. Therefore

\[
\bar v\gamma^\mu v'=\bar u'\gamma^\mu u,\qquad
\bar v\gamma^\mu\gamma_5v'=-\bar u'\gamma^\mu\gamma_5u .
\]

The vector matrix element is \(\bar u'\gamma^\mu u-\bar u'\gamma^\mu u=0\). The axial one is \(2\bar u'\gamma^\mu\gamma_5u\). Inserting both into \(J^\mu\) gives

\[
J_M^\mu=\tfrac12\left(0-2\bar u'\gamma^\mu\gamma_5u\right)=-\bar u'\gamma^\mu\gamma_5u .
\]

Your colleague is right about the vector current, but the axial current has doubled.

**Q:** A doubled axial current is still not a vector current. Why would my target not notice the exchange?

**A:** Because for a left-chiral spinor the two are the same thing. If \(\gamma_5u=-u\), then

\[
J_D^\mu=\tfrac12\bar u'\gamma^\mu u-\tfrac12\bar u'\gamma^\mu\gamma_5u
=\tfrac12\bar u'\gamma^\mu u+\tfrac12\bar u'\gamma^\mu u,\qquad
J_M^\mu=0+\bar u'\gamma^\mu u .
\]

The Dirac neutrino gets half of its amplitude from each part, and the Majorana neutrino gets all of it from the axial part. The target sees only the sum.

**Q:** My neutrinos have a mass, so they are not purely left-chiral. How good is the compensation?

**A:** Subtract the two currents without approximation:

\[
J_M^\mu-J_D^\mu=-\bar u'\gamma^\mu\gamma_5u-\tfrac12\bar u'\gamma^\mu(1-\gamma_5)u=-\bar u'\gamma^\mu P_Ru .
\]

The difference requires the right-chiral part of the incoming spinor. For energy \(E\), momentum \(p\) and helicity \(h=\pm1\),

\[
u_h=\begin{pmatrix}\sqrt{E-hp}\;\chi_h\\ \sqrt{E+hp}\;\chi_h\end{pmatrix},
\]

where \(\chi_h\) is the normalized two-component helicity spinor. A beam with \(h=-1\) has a left-chiral part of size \(\sqrt{E+p}\) and a right-chiral part of size

\[
\sqrt{E-p}=\frac{m}{\sqrt{E+p}}\approx\frac{m}{\sqrt{2E}} .
\]

The last form holds for \(E\gg m\). Relative to the left-chiral part, this is \(m/(2E)\).

**Q:** So my count changes by a fraction of order \(m/E\)?

**A:** The amplitudes do, but the count does not. The matrix \(\gamma^0\gamma^\mu\) is block-diagonal, so \(J_D\) joins left-chiral parts to left-chiral parts, and the difference joins right to right. Let the outgoing neutrino have energy \(E'\gg m\). Apart from angular factors, the sizes are as follows.

- Final helicity \(-1\): \(J_D\sim2\sqrt{EE'}\), and the difference is \(\sqrt{(E-p)(E'-p')}\approx m^2/(2\sqrt{EE'})\).
- Final helicity \(+1\): \(J_D\sim\sqrt{(E+p)(E'-p')}\approx m\sqrt{E/E'}\), and the difference is \(\sqrt{(E-p)(E'+p')}\approx m\sqrt{E'/E}\).

The first-order difference thus sits in the helicity-flip amplitude. Let \(A_\mp\) be the amplitudes for the two final helicities at fixed target states, and let \(\delta_-=A_-^M-A_-^D\). You do not observe the final neutrino, so you add probabilities:

\[
W_M-W_D=2\,\mathrm{Re}\left[(A_-^D)^*\delta_-\right]+|\delta_-|^2+|A_+^M|^2-|A_+^D|^2 .
\]

The first term is a large amplitude times one of order \(m^2\). The second is of order \(m^4\). The last two are squares of amplitudes of order \(m\). The relative rate difference is therefore of order \(m^2/E^2\), if \(E'\) is comparable to \(E\) and the massless rate does not vanish.

The flip amplitude cannot interfere with the large one because the two lead to orthogonal final states. A detector that projected the outgoing neutrino onto a superposition of helicities would be sensitive to \(A_-^*A_+\), which is of first order in \(m/E\). Your count is not such a measurement.

**Q:** Can you show this for a target simple enough to follow every term?

**A:** Take a heavy, spinless target at rest that does not recoil. It responds only to \(J^0\), and \(E'=E\), \(p'=p\). For scattering angle \(\theta\), the overlap of the helicity spinors has modulus \(\cos(\theta/2)\) without flip and \(\sin(\theta/2)\) with flip. The Dirac amplitude contains the left-chiral product alone:

\[
|A_-^D|=(E+p)\cos\tfrac\theta2,\qquad
|A_+^D|=\sqrt{(E+p)(E-p)}\,\sin\tfrac\theta2=m\sin\tfrac\theta2 .
\]

In the Majorana amplitude, \(-\gamma_5\) subtracts the right-chiral product from the left-chiral one:

\[
|A_-^M|=\left[(E+p)-(E-p)\right]\cos\tfrac\theta2=2p\cos\tfrac\theta2,\qquad
|A_+^M|=(m-m)\sin\tfrac\theta2=0 .
\]

Now square and add. For the Dirac neutrino, \(m^2=(E+p)(E-p)\) gives

\[
W_D=(E+p)\left[(E+p)\cos^2\tfrac\theta2+(E-p)\sin^2\tfrac\theta2\right]=(E+p)(E+p\cos\theta),
\]

\[
W_M=4p^2\cos^2\tfrac\theta2=2p^2(1+\cos\theta).
\]

For \(m\to0\) both become \(2E^2(1+\cos\theta)\).

**Q:** Please put in numbers for which I can see the difference.

**A:** Choose the round values \(m=0.1\) eV, \(E=1\) eV and \(\theta=90^\circ\). In units of \(2E\), the Dirac amplitudes are 0.70533 without flip and 0.03536 with flip. The Majorana amplitudes are 0.70356 and zero.

The flip amplitude differs by \(0.03536/0.70533=0.050\) of the leading one, which is \(m/(2E)\). The non-flip amplitude differs by \(0.00177/0.70533=0.0025\), which is \(m^2/(4E^2)\). The rates are

\[
\frac{W_D}{E^2}=4\left(0.70533^2+0.03536^2\right)=1.9950,\qquad
\frac{W_M}{E^2}=4\times0.70356^2=1.9800 .
\]

Their ratio is 0.9925. Of the difference of 0.0150, the missing flip supplies \(4\times0.03536^2=0.0050\), and the smaller non-flip amplitude supplies the other 0.0100. An amplitude difference of five percent has become a rate difference of 0.75 percent.

**Q:** I usually add up all angles. What remains then?

**A:** The flux and phase-space factors are common to both cases. The average of \(\cos\theta\) over the sphere is zero, so with \(\beta=p/E\)

\[
R=\frac{\sigma_M}{\sigma_D}=\frac{2p^2}{E(E+p)}=\frac{2\beta^2}{1+\beta}.
\]

To see the small-mass behaviour, factor the numerator of \(1-R\) and use \(1-\beta=(1-\beta^2)/(1+\beta)=(m/E)^2/(1+\beta)\):

\[
1-R=\frac{1+\beta-2\beta^2}{1+\beta}=\frac{(1-\beta)(1+2\beta)}{1+\beta}
=\left(\frac mE\right)^2\frac{1+2\beta}{(1+\beta)^2}\;\longrightarrow\;\frac34\left(\frac mE\right)^2 .
\]

For the same mass at \(E=10^6\) eV (1 MeV), \(m/E=10^{-7}\) and \(1-R=7.5\times10^{-15}\). With \(N\) events, the relative counting noise is \(1/\sqrt N\). It equals this deficit at

\[
N=(1-R)^{-2}=1.8\times10^{28}.
\]

That would be a one-standard-deviation effect, with the flux and the coupling known perfectly. For such a beam, the event count cannot in practice distinguish the two cases.

**Q:** Could I do better by selecting a favourable angle?

**A:** There is one direction where the two cases differ completely. At \(\theta=180^\circ\), \(W_M=0\) but \(W_D=(E+p)(E-p)=m^2\). In the example with \(E=1\) eV, this is \(W_D/E^2=0.0100\). A massless neutrino of fixed helicity cannot scatter straight back from a spinless static target, because its spin component along the beam axis would have to reverse. A massive Dirac neutrino can do so by flipping its helicity.

The price is the number of events. Let \(x=m/E\ll1\) and \(\epsilon=\pi-\theta\ll1\). Then \(1+\cos\theta\approx\epsilon^2/2\), and to leading order

\[
\frac{W_D}{E^2}\approx\epsilon^2+x^2,\qquad \frac{W_M}{E^2}\approx\epsilon^2 .
\]

The cases differ strongly only for \(\epsilon\lesssim x\). The fraction of Dirac events with \(\epsilon<x\) is

\[
\frac{\int_0^x(\epsilon^2+x^2)\,\epsilon\,d\epsilon}{\int_{-1}^{1}2(1+\cos\theta)\,d\cos\theta}
=\frac{x^4/4+x^4/2}{4}=\frac{3x^4}{16}.
\]

At \(x=10^{-7}\), you need \(16/(3x^4)\approx5\times10^{28}\) events in all to expect one in this cone. A Majorana beam would put one third as many events there. This is no fewer than before, so counting this cone alone gives no advantage. Fitting the whole angular distribution does somewhat better. For \(x\ll\epsilon\ll1\) the excess \(x^2\) sits on a background \(\epsilon^2\), and the squared significance per event is about \(\tfrac14\int(x^4/\epsilon^2)\,\epsilon\,d\epsilon\approx\tfrac14x^4\ln(1/x)\), compared with \((1-R)^2=\tfrac9{16}x^4\) for the total count. The gain is only logarithmic: at \(x=10^{-7}\) a few times \(10^{27}\) events are still needed.

**Q:** What about slow neutrinos?

**A:** There the compensation fails, because a slow neutrino of definite helicity contains both chiralities in comparable amounts. At \(E=0.2\) eV, where \(m/E=0.5\), the static-target ratio is \(R=0.80\). At \(E=0.125\) eV, \(\beta=0.6\) and

\[
R=\frac{2\times0.36}{1.6}=0.45 .
\]

As \(\beta\to0\), \(R\to2\beta^2\). The Dirac neutrino keeps a vector charge that acts on the static target even at rest. The Majorana neutrino has only the axial charge density, whose matrix element here is proportional to \(p\).

**Q:** You assumed negative helicity throughout. What if I could prepare the opposite one?

**A:** Then you could tell the cases apart even at high energy. For \(h=+1\) the left-chiral part of the incoming spinor is the small one, so the Dirac neutrino hardly interacts. The Majorana neutrino still has its large right-chiral term \(-\bar u'\gamma^\mu P_Ru\).

This term has a direct meaning. A Dirac antineutrino has the current \(-\bar v\gamma^\mu P_Lv'\). The two conjugation identities give

\[
-\bar v\gamma^\mu P_Lv'=-\tfrac12\left(\bar u'\gamma^\mu u+\bar u'\gamma^\mu\gamma_5u\right)=-\bar u'\gamma^\mu P_Ru .
\]

The Majorana amplitude is therefore the sum of a Dirac neutrino amplitude and a Dirac antineutrino amplitude, evaluated with the same spinors. At high energy the helicity selects which of them is large. With \(h=-1\) the particle scatters like a neutrino, and with \(h=+1\) like an antineutrino.

At high energy, an unpolarized beam also shows the difference, provided that in the Dirac case it contains only neutrinos and no antineutrinos. On the static target, reversing the helicity changes \(p\) to \(-p\) in \(W_D\) and leaves \(W_M\) unchanged. The integrated rates then have the ratio

\[
\frac{2p^2+2p^2}{E(E+p)+E(E-p)}=2\beta^2 ,
\]

or 1.98 at \(E=1\) eV. The factor near two arises because half of the Dirac beam is nearly sterile.

**Q:** Do these conclusions survive if my target recoils and has spin?

**A:** The power counting did not use the static limit, but a separate calculation is a useful check. Take an unpolarized spin-½ target of unit mass with the vertex \(\gamma_\mu(g_V-g_A\gamma_5)\), \(g_V=0.3\) and \(g_A=0.5\); the numbers below depend on this relative sign. In the centre-of-mass frame, let the neutrino have energy 2 and scatter through 1.1 rad. Here energies and masses are measured in units of the target mass.

For \(m=0.01\), the relative difference is \(1.2\times10^{-3}\) in the amplitudes, taken as the root of the summed squares over all final helicities and target spin states. In the rate it is \(6.0\times10^{-6}\), and here the Majorana rate is the larger one, so the sign of the effect depends on the target. Between \(m=0.02\) and \(m=0.01\) the first follows the power 1.000 of the mass and the second the power 2.000.

This target also separates neutrinos from antineutrinos, since it has both couplings. At \(m=0.001\), a Majorana neutrino with \(h=+1\) has 0.5957 times the rate of a Dirac neutrino with \(h=-1\), and so does a Dirac antineutrino with \(h=+1\). For a Dirac neutrino with \(h=+1\) the factor is \(5.4\times10^{-9}\). The numerical output below lists these values.

**Q:** Can I get a beam with the wrong helicity from an ordinary weak source?

**A:** Only as a small admixture, under normal conditions. The charged weak current also creates the neutrino through \(\nu_L\). The amplitude for \(h=+1\) contains \(\sqrt{E-p}\) instead of \(\sqrt{E+p}\), a ratio of about \(m/(2E)\). If nothing else suppresses the leading amplitude, the wrong-helicity probability is of order \(m^2/E^2\). Such neutrinos scatter without suppression, at the antineutrino rate, if they are Majorana particles and hardly at all if they are Dirac particles. They can change the coefficient of the second-order rate difference, but they add no first-order term.

Interference between the two incoming helicities adds no first-order term either. The admixture amplitude brings one factor \(m/E\). For either final helicity, one of the two scattering amplitudes is a flip and brings another.

The coefficient depends on the source. If angular momentum or another constraint suppresses the normal helicity, the admixture can be larger than this estimate and must be calculated for that process. Helicity also depends on the frame: a target that overtakes the neutrino sees its momentum reversed but not its spin. The statement about your count therefore needs a beam that is ultrarelativistic and has negative helicity in the target's frame.

**Q:** If I let the mass go to zero, is there any difference left?

**A:** Not for your negative-helicity beam. The Majorana field has two states, which then interact as a left-handed neutrino and a right-handed antineutrino. The Dirac field has the same two and two more, a right-handed neutrino and a left-handed antineutrino, which the left-chiral current does not touch. A nonzero mass connects the interacting states differently in the two cases: to the sterile partners for Dirac, and to each other for Majorana. Your event rate registers that connection only through terms of order \(m^2/E^2\).

## Numbers as computed

```
Fock-space matrix elements (dimensionless test momenta)
largest vector element, Dirac: 2.0982
largest vector element below 1e-12, Majorana: True
axial element, Majorana/Dirac: 2.000000
neutrino mass: 0.1 eV
static target, E = 1.0 eV, theta = 90 deg, amplitudes / (2E):
  dirac    helicity in -1: to -1 0.705335, to +1 0.035355
  dirac    helicity in +1: to -1 0.035355, to +1 0.001772
  majorana helicity in -1: to -1 0.703562, to +1 0.000000
  majorana helicity in +1: to -1 0.000000, to +1 0.703562
  rate / E^2, helicity -1: Dirac 1.994987, Majorana 1.980000, ratio 0.992487
  rate / E^2 at 180 deg: Dirac 0.010000, Majorana 0.000000
integrated rates, helicity -1 beam (R = Majorana/Dirac):
  E = 0.125 eV: m/E = 0.8, beta = 0.600000, R = 0.450000, 1-R = 5.5000e-01
  E = 0.2 eV: m/E = 0.5, beta = 0.866025, R = 0.803848, 1-R = 1.9615e-01
  E = 1 eV: m/E = 0.1, beta = 0.994987, R = 0.992487, 1-R = 7.5125e-03
  E = 10 eV: m/E = 0.01, beta = 0.999950, R = 0.999925, 1-R = 7.5001e-05
  E = 1000 eV: m/E = 0.0001, beta = 1.000000, R = 1.000000, 1-R = 7.5000e-09
  E = 1e+06 eV: m/E = 1e-07, beta = 1.000000, R = 1.000000, 1-R = 7.5000e-15
events for counting noise = 1-R at 1e+06 eV: 1.78e+28
unpolarized beam, E = 1.0 eV: Majorana/Dirac = 1.980000
recoiling target, mass 1: E = 2.0, angle = 1.1 rad, g_V = 0.3, g_A = 0.5
  relative differences at m = 0.01: amplitude 1.2404e-03, rate 6.0013e-06
  measured power of m: amplitude 1.0000, rate 2.0001
  rates at m = 0.001 over Dirac neutrino (helicity -1):
    Majorana, helicity -1: 1.000000
    Majorana, helicity +1: 0.595678
    Dirac antineutrino, helicity +1: 0.595677
    Dirac neutrino, helicity +1: 5.430e-09
```
